# How wide are the energy levels of a low-mobility 2D carrier?

**Question.** A two-dimensional channel has an electron mobility of 100 cm²/Vs at room temperature and an effective mass of 0.48 electron masses. The mobility is to be interpreted with the Boltzmann equation, which gives each carrier a definite momentum and energy between collisions. How large is the energy broadening caused by the collisions, how does it scale, and is it small enough for that description?

**Answer.** The mobility gives a collision time, the collision time gives a linewidth, and the linewidth has to be compared with the energies of the carriers. Each of these links has its own conditions.

## From mobility to collision time

Take a parabolic, isotropic band with $E=\hbar^2k^2/2m$, a weak field, and a nondegenerate gas with $f_0\propto e^{-E/k_BT}$. Let the field point so that the force on an electron is $+eF$ along $x$, with $e>0$. In the steady state the drift of the distribution in momentum space balances the collisions:

$$\frac{eF}{\hbar}\frac{\partial f}{\partial k_x}=C[f].$$

Write $f=f_0+g$, with $g$ proportional to $F$. To first order in $F$, the left side contains $f_0$ alone. Since $\partial E/\partial k_x=\hbar v_x$ and $\partial f_0/\partial E=-f_0/k_BT$,

$$-\frac{eFv_x}{k_BT}f_0=C[g].$$

Collisions remove carriers from a state at the rate $g/\tau$ and bring others in. If scattering is isotropic, the incoming rate depends on $g$ summed over directions. The solution sought is odd in $v_x$, so this sum vanishes and $C[g]=-g/\tau$. Hence

$$g=\frac{eF\tau v_x}{k_BT}f_0 .$$

The drift velocity is $\sum v_xg/\sum f_0$. Averaging over directions gives $v_x^2\to v^2/2=E/m$, and the density of states in two dimensions is constant. Dividing by $F$,

$$\mu=\frac{e}{m k_BT}\,\frac{\int_0^\infty \tau E\,e^{-E/k_BT}dE}{\int_0^\infty e^{-E/k_BT}dE}
=\frac{e}{m}\int_0^\infty \tau(E)\,\frac{E\,e^{-E/k_BT}}{(k_BT)^2}\,dE ,$$

because the integral in the denominator equals $k_BT$. For constant $\tau$ the remaining integral of the weight is one, so

$$\mu=\frac{e\tau}{m},\qquad \tau=\frac{m\mu}{e}.$$

A constant $\tau$ is a reasonable first model for acoustic phonons. With deformation-potential coupling, the squared matrix element varies as $q^2(2N_q+1)/\omega_q$. For $\hbar\omega_q\ll k_BT$ the occupation is $N_q\approx k_BT/\hbar\omega_q$, and with $\omega_q\propto q$ the $q$ dependence cancels. Scattering is then isotropic and nearly elastic, and the constant density of final states makes $\tau$ independent of energy.

For the example,

$$\tau=\frac{0.48\,(9.109\times10^{-31}\,\mathrm{kg})(0.0100\,\mathrm{m^2/Vs})}{1.602\times10^{-19}\,\mathrm{C}}=27.3\ \mathrm{fs}.$$

## From collision time to linewidth

Let a state of energy zero be coupled by a constant matrix element $V$ to a dense set of levels $\varepsilon_j$ with spacing $d$. For electrons and phonons, these levels are the scattered electron together with the changed phonon field. In the interaction picture the amplitudes obey

$$i\hbar\dot c_0=\sum_jVc_je^{-i\varepsilon_jt/\hbar},\qquad i\hbar\dot c_j=Vc_0e^{i\varepsilon_jt/\hbar}.$$

Integrating the second equation from $c_j(0)=0$ and inserting it into the first gives

$$\dot c_0=-\frac{V^2}{\hbar^2}\int_0^t dt'\,c_0(t')\sum_je^{-i\varepsilon_j(t-t')/\hbar}.$$

For a wide, dense band the sum becomes $(1/d)\int d\varepsilon\,e^{-i\varepsilon(t-t')/\hbar}=(2\pi\hbar/d)\,\delta(t-t')$. The delta function sits at the end of the integration range and contributes half its weight:

$$\dot c_0=-\frac{\pi V^2}{\hbar d}c_0\quad\Rightarrow\quad |c_0|^2=e^{-t/\tau},\qquad \frac1\tau=\frac{2\pi V^2}{\hbar d}.$$

This is the golden-rule rate. The probability decays with $\tau$, so the amplitude decays as $e^{-t/2\tau}$. Its energy distribution is

$$A(\varepsilon)=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty dt\,e^{i\varepsilon t/\hbar-t/2\tau}
=\frac1\pi\,\frac{\hbar/2\tau}{\varepsilon^2+(\hbar/2\tau)^2}.$$

This Lorentzian has half width $\hbar/2\tau$ at half maximum and full width $\hbar/\tau$.

The time in the linewidth is the time to leave a state. The time in the mobility is the time to lose momentum. They coincide here because isotropic collisions return no net momentum. Therefore

$$\boxed{\frac{\hbar}{\tau}=\frac{e\hbar}{m\mu}}$$

and, with $\hbar=658.2$ meV fs,

$$\frac{\hbar}{\tau}=\frac{658.2}{27.29}\ \mathrm{meV}=24.1\ \mathrm{meV}.$$

The half width is 12.1 meV. For other parameters,

$$\frac{\hbar}{\tau}\approx 24\ \mathrm{meV}\times\frac{0.48}{m/m_e}\times\frac{100\ \mathrm{cm^2/Vs}}{\mu}.$$

At fixed mobility a lighter carrier has the broader level, since it needs a shorter collision time to have the same mobility.

The link between rate and width can be tested without the golden rule. One level was coupled to 1401 levels spaced by 1.5 meV, with $V=\sqrt{(24.12)(1.5)/2\pi}=2.40$ meV, and the full matrix was diagonalized. The resulting line is 24.08 meV wide, measured between its quartiles, which for a Lorentzian is the full width at half maximum. The survival probability falls with a decay time of 27.1 fs. Both agree with the formulas to better than one percent.

## Comparison with the thermal energy

At 300 K, $k_BT=25.9$ meV. The controlling ratio is

$$y=\frac{\hbar}{\tau k_BT}=\frac{e\hbar}{m\mu k_BT}=\frac{24.12}{25.85}=0.93 .$$

For a nondegenerate gas the Boltzmann equation needs $y\ll1$, for two related reasons. It assigns to momentum $\hbar\mathbf k$ the occupation belonging to a single energy, although $f_0$ changes by a factor $e$ over $k_BT$. It also treats each collision as complete before the next begins, whereas resolving an energy of order $k_BT$ takes a time of order $\hbar/k_BT=y\tau\approx25$ fs. That is almost the whole interval between collisions.

The same comparison can be made in space. With mean free path $l=v\tau$,

$$kl=\frac{mv}{\hbar}\,v\tau=\frac{mv^2\tau}{\hbar}=\frac{2E\tau}{\hbar}.$$

At $E=k_BT$ this is $2/y=2.1$: the wave number is 0.571 nm⁻¹ and the mean free path 3.8 nm. The wavelength $2\pi/k$ is about 11 nm, so such a carrier travels about a third of a wavelength between collisions. A wave packet much shorter than its path and still sharp in momentum cannot be formed.

Slow carriers fare worse than this typical one. With $x=E/k_BT$, the share of carriers whose energy is below their own linewidth is

$$\int_0^y e^{-x}dx=1-e^{-y}=61\,\%.$$

Their share of the conductivity carries the additional weight $x$ found above. Integration by parts gives

$$\int_0^y xe^{-x}dx=1-(1+y)e^{-y}=24\,\%.$$

For small $y$ these shares become $y$ and $y^2/2$. The current is less exposed than the population because slow carriers contribute little to it. This is why "marginal" describes the situation better than "invalid": most carriers have poorly defined energies, but about three quarters of the Boltzmann conductivity comes from carriers with $E>\hbar/\tau$. That condition means only $kl>2$. Carriers whose mean free path exceeds their wavelength, $kl>2\pi$, supply about 21 % of it.

## What the broadening does to a collision rate

The golden rule counts final states at a sharp energy. If the final state is a Lorentzian centred at $E$ above the band edge, part of the line lies below the edge, where the unperturbed band has no states:

$$p(E)=\int_{-\infty}^{-E}A(\varepsilon)\,d\varepsilon=\frac12-\frac1\pi\arctan\frac{2E\tau}{\hbar}.$$

At $E=k_BT$ this is 13.9 %. The diagonalized level described above has 13.7 % of its weight more than $k_BT$ below its centre. Its band has no edge nearby, so this checks the Lorentzian tail only, not the line shape at an edge. Letting the reduced state count narrow the line self-consistently lowers the 13.9 % to about 12 %. For $kl\gg1$, using $\arctan z\approx\pi/2-1/z$,

$$p\approx\frac{\hbar}{2\pi E\tau}=\frac{1}{\pi kl},$$

so the error in the state count falls in proportion to the linewidth.

The 14 % is the size of one first correction to a rate, relative to the golden-rule value. It is not the error of the mobility. Broadening also changes the number of carriers at each energy and the velocity carried by each state, and all these changes enter the mobility together. Nor can the constant-width Lorentzian be taken far below the edge: its tail falls as $1/\varepsilon^2$ while $e^{-\varepsilon/k_BT}$ grows exponentially, so the carrier number would diverge. A corrected mobility needs a width that vanishes where there are no states to scatter into, and a treatment of interference between successive collisions. The present estimate shows that a single correction of this kind can exceed ten percent. It does not give their sum.

## Scaling and limits

**High mobility.** At fixed mass and temperature, $y\propto1/\mu$. To reach $\hbar/\tau=0.1\,k_BT$ the mobility must be

$$\mu=\frac{e\hbar}{0.1\,m k_BT}=100\times\frac{0.933}{0.1}\approx930\ \mathrm{cm^2/Vs}.$$

The factor 0.1 is a choice of what counts as small, not a sharp boundary.

**Low mobility.** A carrier with $E=k_BT$ reaches $kl=1$ when $y=2$, which for this mass and temperature means $\mu\approx47$ cm²/Vs. Below that, $\tau=m\mu/e$ is a way of restating the mobility rather than a time between well-separated events.

**Temperature.** If $\mu\propto T^{-p}$, then $y\propto1/(\mu T)\propto T^{p-1}$. For the acoustic model above, the scattering rate is proportional to $T$, so $p=1$ and $y$ does not change: the linewidth and the thermal energy grow together. For $p>1$ heating makes matters worse. With $p=1.5$ as a chosen example, at 400 K the mobility is 65 cm²/Vs, the width 37 meV and $k_BT=34.5$ meV, so $y=1.08$.

**Degenerate carriers.** For Fermi statistics the factor $f_0/k_BT$ in the driving term is replaced by $-\partial f_0/\partial E$. At constant $\tau$ the relation $\mu=e\tau/m$ survives, because integration by parts gives $\int_0^\infty E(-\partial f_0/\partial E)dE=\int_0^\infty f_0\,dE$. The width therefore stays at 24 meV, but for the conductivity it must be compared with the typical kinetic energy of the carriers, which now exceeds $k_BT$. The occupation of a momentum state is still blurred when $\hbar/\tau$ exceeds $k_BT$. For elastic scattering and $E\gg\hbar/\tau$, however, $v^2\tau$ changes little across the width, so this blurring hardly changes the current.

In the low-temperature limit that energy is $E_F=2\pi\hbar^2n/(g_dm)$, where $n$ is the sheet density and $g_d$ the spin-valley degeneracy. Then

$$k_Fl=\frac{2E_F\tau}{\hbar}=\frac{4\pi\hbar n}{g_dm}\,\frac{m\mu}{e}=\frac{4\pi\hbar n\mu}{g_de}.$$

The mass has cancelled, so at fixed $n$, $\mu$ and $g_d$ a heavier carrier gains nothing in this limit. For $n=10^{13}$ cm⁻² and $g_d=4$, the density of states is $4.01\times10^{14}$ eV⁻¹cm⁻², giving $E_F=24.9$ meV and $k_Fl=2.1$ if the mobility is held at 100 cm²/Vs.

At 300 K the same density is only partly degenerate: the Fermi level lies 12.5 meV above the band edge and the mean energy is 32.7 meV instead of 25.9 meV. The width is then 0.74 of the mean energy. The mean energy tends to $E_F/2$ at low temperature, so it is not the quantity used in the previous paragraph. The energy averaged with $-\partial f_0/\partial E$ tends to $k_BT$ in the nondegenerate limit and to $E_F$ at low temperature. Here it is 40 meV, so the width is 0.60 of it, and the share of the conductivity from carriers with $E<\hbar/\tau$ falls from 24 % to 11 %. Degeneracy eases the problem without making the width small.

## When one collision time is not enough

**Optical phonons.** Suppose, as an extreme case, that all scattering is by isotropic optical phonons of energy $\hbar\omega_0=48$ meV. Every carrier can absorb one, at a rate proportional to $N=0.185$. Carriers above 48 meV can also emit one, at a rate proportional to $N+1$. The total rate therefore jumps at the threshold by

$$r=\frac{2N+1}{N}=7.4 .$$

With $z=\hbar\omega_0/k_BT=1.86$, the mobility weight above threshold is $s=(1+z)e^{-z}=0.45$. Keeping the mobility at 100 cm²/Vs requires

$$\tau_<\left[(1-s)+\frac{s}{r}\right]=27.3\ \mathrm{fs}.$$

The bracket is 0.61, so the width is 14.8 meV below threshold and 7.4 times larger, 110 meV, above it. The single value of 24 meV inferred from the mobility hides two different populations. The fast carriers, which looked safe in the constant-$\tau$ model, now have a golden-rule width more than twice the phonon energy. A sharp emission threshold is not consistent with such a width, so the 110 meV is itself only a rough value.

The mobility formula itself was tested for this case by solving the Boltzmann equation with its incoming terms retained, on 4 meV energy cells up to 432 meV and eight directions. It returned 100.3 cm²/Vs, and 100.2 cm²/Vs for constant elastic scattering. This confirms the formula within Boltzmann theory, not Boltzmann theory itself.

**Forward scattering.** Let elastic scattering through angle $\theta$ have rate $W(\theta)=W(-\theta)$. For $g\propto\cos\theta$, the incoming term is $g\int W\cos\theta'\,d\theta'$, the sine part vanishing by symmetry. Subtracting the outgoing term leaves the momentum-loss rate $\int W(1-\cos\theta')\,d\theta'$, whereas the rate of leaving the state is $\int W\,d\theta'$. If forward angles dominate, the second is larger and the mobility understates the linewidth.

As an illustration take $W\propto1/(q+q_0)^2$, with $q=2k\sin(|\theta|/2)$, $q_0=0.25$ nm⁻¹ and $E=k_BT$. The ratio of the rates is 2.7, so a momentum-relaxation width of 24 meV at that energy would correspond to a line 65 meV wide. For this $W$ the momentum-relaxation time grows with energy, so the thermal average matters. Holding the mobility at 100 cm²/Vs gives a momentum-relaxation width of about 40 meV and a line about 110 meV wide at $E=k_BT$, falling to about 80 meV at $2k_BT$. Small deflections disturb the current less than large ones, so this larger width should not be read as a proportionally larger error in the mobility.

## Beside a real channel

The parameters are roughly those of an n-type monolayer MoS₂ channel: a mass near half the electron mass, optical phonons near 50 meV, and a room-temperature mobility of tens to around a hundred cm²/Vs. They are rough values for the regime, not data for a particular sample. The least secure assumption is a single isotropic collision time. The two illustrations above move the width from 24 meV to between about 15 and 110 meV, depending on carrier energy, or, for the forward-scattering example at the same mobility, to about 110 meV at $E=k_BT$. If a measured mobility includes charged impurities or defects, the width inferred from it belongs to all scattering together, not to phonons alone. The low-field condition also matters: at 0.01 MV/cm the drift speed is 7 % of the thermal speed, but 1 V across 100 nm is ten times that field, and the linear law would then predict 73 %, too much for a weak-field expansion. A small ratio is necessary but does not by itself guarantee a linear response, because the field also heats carriers that lose energy slowly. With acoustic scattering alone, energy balance gives a carrier temperature of about $T(1+v_d^2/2s^2)$, where $s$ is the sound speed. At 0.01 MV/cm the drift speed $v_d$ is 10 km/s, so for $s$ of roughly 7 km/s the carriers would be about twice as hot as the lattice. Optical-phonon emission reduces this heating.

For a channel in this regime, a Boltzmann mobility is best read as a first estimate. The ratio $y$ warns that corrections may matter, but it gives neither their total size nor their sign. Confidence at the ten-percent level requires a calculation that includes the broadening, or a comparison showing that its effects cancel. The numerical output lists the main values used here.

## Computed values

```
Effective mass: 0.48 electron masses
Mobility: 100 cm2/Vs
Temperature: 300 K
Relaxation time tau: 27.29 fs
Broadening hbar/tau (full width): 24.12 meV
Half width hbar/(2 tau): 12.06 meV
Thermal energy kT: 25.85 meV
Ratio hbar/(tau kT): 0.933 (dimensionless)
Speed at E = kT: 1.38e+07 cm/s
Wave number at E = kT: 0.571 1/nm
Mean free path at E = kT: 3.76 nm
k l at E = kT: 2.14 (dimensionless)
Carriers with E < hbar/tau: 60.7 %
Their conductivity share: 24 %
Line below band edge at E = kT: 13.9 %
Mobility for hbar/tau = 0.1 kT: 933 cm2/Vs
Collision matrix, elastic: mobility: 100.2 cm2/Vs
Collision matrix, optical: mobility: 100.3 cm2/Vs
Diagonalization: full width: 24.08 meV
Diagonalization: decay time: 27.09 fs
Diagonalization: line below edge: 13.7 %
Optical phonon energy: 48 meV
Phonon occupation N: 0.185 (dimensionless)
Rate jump at emission threshold: 7.4 (factor)
Optical only: width below threshold: 14.8 meV
Optical only: width above threshold: 110 meV
Forward scattering parameter q0: 0.25 1/nm
Single-particle/transport rate: 2.71 (factor)
Forward scattering: full width: 65.4 meV
Sheet density: 1e+13 cm^-2
Spin-valley degeneracy: 4 (dimensionless)
Density of states: 4.01e+14 1/(eV cm2)
Fermi level above band edge: 12.5 meV
Mean energy with degeneracy: 32.7 meV
hbar/tau over that mean energy: 0.736 (dimensionless)
Mobility temperature exponent p: 1.5 (dimensionless)
Temperature of use: 400 K
Mobility at that temperature: 65 cm2/Vs
Broadening at that temperature: 37.1 meV
kT at that temperature: 34.5 meV
Ratio at that temperature: 1.08 (dimensionless)
Electric field: 0.01 MV/cm
Drift speed/thermal speed: 0.0727 (dimensionless)
```
